# Two Interacting Polarisabilities: Silberstein's Formulas, the Polarisation Catastrophe and Thole Damping

## Problem

Two atoms are modelled as isotropic, linear polarisabilities \(\alpha_1,\alpha_2>0\), located at two points a distance \(R\) apart. A uniform static field \(\mathbf E\) is applied. The atoms carry no permanent charges or dipoles, no charge flows between them, and higher multipoles are neglected. Each atom responds to the applied field plus the field of the other atom's induced dipole.

Gaussian conventions are used. A dipole is \(\mathbf p=\alpha\mathbf F\), where \(\mathbf F\) is the local field, and \(\alpha\) is a volume. The SI polarisability is \(4\pi\varepsilon_0\) times this volume.

**(a)** Find the polarisability of the pair for a field parallel and for a field perpendicular to the line joining the atoms. Examine the limit of large \(R\).

**(b)** The atoms are brought together from far away. At what distance does the model first lose its stable response, and in which direction? What do the formulas mean at shorter distances?

**(c)** In Thole's approach the field of a point dipole is replaced by that of a smeared one. Take the unit charge density

\[
\rho(r)=\frac{3a}{4\pi s^3}\,e^{-a r^3/s^3},\qquad s=(\alpha_1\alpha_2)^{1/6},
\]

with a dimensionless parameter \(a>0\). For which \(a\) is the pair stable at every \(R>0\)?

**(d)** Evaluate the results for the round model parameters \(\alpha_1=1\) Å\(^3\), \(\alpha_2=2\) Å\(^3\) and \(a=0.4\).

## Solution

### (a) The coupled dipoles

**The field of a dipole.** Let \(\phi(r)\) be the potential of a spherically symmetric unit charge, and let \(Q(r)\) be the part of that charge inside radius \(r\). By Gauss's law its field is \(-\nabla\phi=Q\,\mathbf r/r^3\). A point charge has \(Q=1\); a general \(Q\) is kept because part (c) needs it.

A dipole \(\mathbf p\) consists of two opposite charges slightly displaced from each other. Its potential is therefore \(-\mathbf p\cdot\nabla\phi\), and its field is

\[
F_i=\partial_i(\mathbf p\cdot\nabla\phi)=\sum_j T_{ij}p_j,\qquad
T_{ij}=\partial_i\partial_j\phi=-\partial_j\!\left(\frac{Q\,r_i}{r^3}\right).
\]

The product rule, with \(\partial_j r=r_j/r\), gives

\[
T_{ij}=-\frac{Q}{r^3}\delta_{ij}+\frac{3Q}{r^5}r_ir_j-\frac{Q'}{r^4}r_ir_j .
\]

Put the line joining the atoms along \(z\), so that \(\mathbf r=(0,0,R)\). All off-diagonal elements vanish, and the directions separate:

\[
T_\parallel=\frac{2Q}{R^3}-\frac{Q'}{R^2},\qquad T_\perp=-\frac{Q}{R^3}.
\tag{1}
\]

For point dipoles \(Q=1\) and \(Q'=0\), hence \(T_\parallel=2/R^3\) and \(T_\perp=-1/R^3\). On the axis the field of a dipole points along the dipole; beside it, the field points the opposite way. Since \(T_{ij}\) is unchanged by \(\mathbf r\to-\mathbf r\), the same coupling acts from atom 1 to atom 2 and back.

**Solving for the dipoles.** In either direction, with the appropriate \(T\),

\[
p_1=\alpha_1(E+Tp_2),\qquad p_2=\alpha_2(E+Tp_1).
\tag{2}
\]

Insert the second equation into the first:

\[
p_1=\alpha_1E+\alpha_1\alpha_2TE+\alpha_1\alpha_2T^2p_1 .
\tag{3}
\]

Collecting the terms in \(p_1\), and exchanging the labels to obtain \(p_2\), gives

\[
p_1=\frac{\alpha_1+\alpha_1\alpha_2T}{1-\alpha_1\alpha_2T^2}E,\qquad
p_2=\frac{\alpha_2+\alpha_1\alpha_2T}{1-\alpha_1\alpha_2T^2}E .
\]

The polarisability of the pair is the total dipole divided by the applied field:

\[
\alpha=\frac{p_1+p_2}{E}=\frac{\alpha_1+\alpha_2+2\alpha_1\alpha_2T}{1-\alpha_1\alpha_2T^2}.
\tag{4}
\]

With the two point couplings this becomes Silberstein's pair of formulas,

\[
\alpha_\parallel=\frac{\alpha_1+\alpha_2+4\alpha_1\alpha_2/R^3}{1-4\alpha_1\alpha_2/R^6},\qquad
\alpha_\perp=\frac{\alpha_1+\alpha_2-2\alpha_1\alpha_2/R^3}{1-\alpha_1\alpha_2/R^6}.
\tag{5}
\]

The factor 4 in the parallel denominator is the square of the 2 in \(T_\parallel\).

**Large distance.** Expanding the denominators to order \(R^{-6}\) gives

\[
\alpha_\parallel\approx\alpha_1+\alpha_2+\frac{4\alpha_1\alpha_2}{R^3}+\frac{4\alpha_1\alpha_2(\alpha_1+\alpha_2)}{R^6},
\]

\[
\alpha_\perp\approx\alpha_1+\alpha_2-\frac{2\alpha_1\alpha_2}{R^3}+\frac{\alpha_1\alpha_2(\alpha_1+\alpha_2)}{R^6}.
\]

At leading order the dipoles strengthen each other in the parallel arrangement and weaken each other in the perpendicular one. In the orientational mean \((\alpha_\parallel+2\alpha_\perp)/3\) the \(R^{-3}\) terms cancel, because \(4-2\cdot2=0\). What remains is an increase of \(2\alpha_1\alpha_2(\alpha_1+\alpha_2)/R^6\). The anisotropy thus appears at a lower order than the change of the mean.

### (b) The catastrophe

**The energy.** A vanishing denominator in (5) signals trouble, but the sign of a response function alone does not decide stability. The energy does. For one direction it is

\[
U=\frac{p_1^2}{2\alpha_1}+\frac{p_2^2}{2\alpha_2}-Tp_1p_2-E(p_1+p_2).
\]

The first two terms are the cost of polarising the atoms. The third is the interaction of one dipole with the field of the other, counted once. Setting \(\partial U/\partial p_1=0\) gives \(p_1/\alpha_1=Tp_2+E\), which is the first equation in (2); the derivative with respect to \(p_2\) gives the second. So (2) locates a stationary point of \(U\). Whether it is a minimum depends on the matrix of second derivatives,

\[
K=\begin{pmatrix}1/\alpha_1&-T\\-T&1/\alpha_2\end{pmatrix},\qquad
\det K=\frac{1-\alpha_1\alpha_2T^2}{\alpha_1\alpha_2}.
\]

The trace of \(K\) is positive, so both eigenvalues are positive when the determinant is. The condition for stability is

\[
\alpha_1\alpha_2T^2<1 .
\tag{6}
\]

**The distances.** For the parallel direction (6) reads \(4\alpha_1\alpha_2/R^6<1\); for the perpendicular direction it reads \(\alpha_1\alpha_2/R^6<1\). As \(R\) decreases, the parallel condition fails first, at

\[
R_c=(4\alpha_1\alpha_2)^{1/6}=2^{1/3}s .
\tag{7}
\]

The perpendicular condition fails later, at \(R=s\).

The parallel pole is not cancelled by the numerator. At \(R_c^3=2\sqrt{\alpha_1\alpha_2}\) the numerator equals \(\alpha_1+\alpha_2+2\sqrt{\alpha_1\alpha_2}=(\sqrt{\alpha_1}+\sqrt{\alpha_2})^2\), which is positive. Hence \(\alpha_\parallel\to+\infty\) as \(R\) approaches \(R_c\) from above, and \(\alpha_\parallel\) is negative at shorter distances.

**Below \(R_c\).** Choose \(p_1=c\sqrt{\alpha_1}\) and \(p_2=c\sqrt{\alpha_2}\), and use \(\sqrt{\alpha_1\alpha_2}=s^3\). The part of the energy quadratic in \(c\) is

\[
\frac{c^2}{2}+\frac{c^2}{2}-c^2T_\parallel s^3=c^2\left(1-\frac{2s^3}{R^3}\right).
\]

For \(R<R_c\) the bracket is negative. As \(c\) grows, the energy falls without limit, even at zero applied field. The stationary point is a saddle, and the negative \(\alpha_\parallel\) given by (5) is not the response of any stable state. The quadratic energy contains nothing that would stop the growth, so the linear model has left its range of use.

**Feedback.** Equation (3) shows the mechanism. Inserting it into itself repeatedly gives

\[
p_1=(\alpha_1+\alpha_1\alpha_2T)E\,\bigl[1+\alpha_1\alpha_2T^2+(\alpha_1\alpha_2T^2)^2+\dots\bigr].
\]

Each induction from atom 1 to atom 2 and back multiplies the correction by \(\alpha_1\alpha_2T^2\). In the parallel case this factor is \((R_c/R)^6\). Above \(R_c\) the series sums to the result in (a); below \(R_c\) each correction exceeds the one before.

**Equal atoms.** The perpendicular instability can be hidden. For \(\alpha_1=\alpha_2=\alpha\),

\[
\alpha_\perp=\frac{2\alpha(1-\alpha/R^3)}{(1-\alpha/R^3)(1+\alpha/R^3)}=\frac{2\alpha}{1+\alpha/R^3},
\]

which is finite at \(R=s\). The unstable motion has \(p_1=-p_2=p\), with energy \(p^2(1/\alpha-1/R^3)\). Its total dipole is zero, so a uniform field does not excite it. The instability is present all the same, and a field that differs between the two atoms would reveal it.

### (c) Smearing the dipole

**The damped couplings.** The charge inside radius \(r\) follows by integrating over shells. Since the derivative of \(e^{-ar^3/s^3}\) is \(-(3ar^2/s^3)e^{-ar^3/s^3}\),

\[
Q(r)=\int_0^r4\pi x^2\rho(x)\,dx=1-e^{-ar^3/s^3},\qquad
Q'(r)=\frac{3ar^2}{s^3}e^{-ar^3/s^3}.
\]

As \(r\to\infty\), \(Q\to1\), so the density is normalised. With \(y=aR^3/s^3\), equation (1) gives

\[
T_\parallel=\frac{2(1-e^{-y})}{R^3}-\frac{3a}{s^3}e^{-y},\qquad
T_\perp=-\frac{1-e^{-y}}{R^3}.
\tag{8}
\]

For \(y\gg1\) the point couplings return. At short distance the receiving atom sits inside the smeared charge, and the divergence \(R^{-3}\) is gone. The width of \(\rho\) contains both polarisabilities, so this density belongs to the pair and is not the electron density of either atom.

Equations (2) to (4) and condition (6) hold for any \(T\). Define \(t=s^3T\), so that \(\alpha_1\alpha_2T^2=t^2\) and stability means \(|t|<1\). Because \(s^3/R^3=a/y\),

\[
t_\perp=-a\,\frac{1-e^{-y}}{y},\qquad
t_\parallel=a\,h(y),\qquad
h(y)=\frac{2-(2+3y)e^{-y}}{y}.
\]

**Bounds for \(y>0\).** The identity

\[
\frac{1-e^{-y}}{y}=\int_0^1e^{-yx}\,dx
\]

shows that this quantity lies strictly between \(e^{-y}\) and 1. Therefore \(|t_\perp|<a\).

For the parallel direction write \(h=2(1-e^{-y})/y-3e^{-y}\). The lower bound just found gives \(h>2e^{-y}-3e^{-y}=-e^{-y}>-1\).

For the upper bound, multiply \(h<1\) by \(y\), rearrange, and multiply by \(e^y\). The inequality is then equivalent to

\[
k(y)=2+3y-(2-y)e^y>0 .
\]

Here \(k(0)=0\) and \(k'(y)=3-(1-y)e^y\). The function \((1-y)e^y\) equals 1 at \(y=0\) and has derivative \(-ye^y\le0\), so it never exceeds 1. Hence \(k'\ge2\), and \(k>0\) for all \(y>0\). Thus \(-1<h<1\) and \(|t_\parallel|<a\).

**The condition on \(a\).** If \(a\le1\), then \(|t|<1\) in both directions at every \(R>0\), and the pair is stable. If \(a>1\), then \(|t_\perp|\) tends to \(a>1\) as \(R\to0\) and to zero as \(R\to\infty\). Being continuous, it passes through 1 at some \(R>0\), where stability is lost. Therefore

\[
\text{the pair is stable at every }R>0\quad\Longleftrightarrow\quad a\le1 .
\]

Smearing by itself is not enough: a charge that is too compact still leaves an instability, though not always the one of part (b). The largest value of \(h\) is 0.489 (part (d)), so for \(1<a<1/0.489\approx2.04\) the parallel coupling never reaches \(t_\parallel=+1\). The first direction to fail on approach is then the perpendicular one, where \(t_\perp\) reaches \(-1\) at some \(R<s\) and the soft mode has oppositely directed dipoles. The parallel direction fails as well, but closer in and also with opposite dipoles, because \(t_\parallel\to-a\) at contact. Only for larger \(a\) does the parallel catastrophe of part (b) return, at a distance inside \(R_c\). The condition belongs to this density and to a single pair. Another damping function has its own threshold, and in a larger cluster the fields of several neighbours add, so \(a\le1\) is no longer sufficient. Three equal atoms in a line with \(a=0.95\) and spacing \(0.6\,s\) have \(t_\parallel=-0.604\) between neighbours and \(+0.381\) between the ends, and the energy matrix then has a negative eigenvalue, about \(-0.065/\alpha\).

**Contact.** For small \(y\), \(1-e^{-y}\approx y\), so \((1-e^{-y})/R^3\to a/s^3\). Equation (8) then gives \(T_\perp\to-a/s^3\) and \(T_\parallel\to2a/s^3-3a/s^3=-a/s^3\). The couplings agree, as they must at the centre of a spherical charge whose density is finite and continuous there. For \(a<1\), equation (4) becomes

\[
\alpha(R\to0)=\frac{\alpha_1+\alpha_2-2as^3}{1-a^2}.
\tag{9}
\]

Since \(\alpha_1+\alpha_2\ge2\sqrt{\alpha_1\alpha_2}=2s^3\), this is finite and positive. At \(a=1\) the stability margin vanishes at contact, and for unequal atoms the response diverges as \(R\to0\).

### (d) Numbers

**Point dipoles.** With \(\alpha_1\alpha_2=2\) Å\(^6\), the lengths are \(s=2^{1/6}=1.122\) Å and \(R_c=8^{1/6}=1.414\) Å, or 2.672 bohr. At \(R=2\) Å, where \(R^3=8\) Å\(^3\) and \(R^6=64\) Å\(^6\),

\[
\alpha_\parallel=\frac{3+8/8}{1-8/64}=4.571\ \text{Å}^3,\qquad
\alpha_\perp=\frac{3-4/8}{1-2/64}=2.581\ \text{Å}^3 .
\]

At 1.5 Å the round-trip factor is \(8/1.5^6=0.702\), and \(\alpha_\parallel\) has risen to 18.04 Å\(^3\), six times the sum of the separate polarisabilities. At 1.42 Å it is about 239 Å\(^3\). At 1.3 Å the round-trip factor is 1.657 and the formula returns \(-10.10\) Å\(^3\). The lowest eigenvalue of the energy's second-derivative matrix changes from \(0.107\) Å\(^{-3}\) at 1.5 Å to \(-0.194\) Å\(^{-3}\) at 1.3 Å, which confirms the saddle.

The perpendicular value at 1.0 Å is \((3-4)/(1-2)=1\) Å\(^3\). It looks harmless, but this distance is below \(s\), so the perpendicular response is unstable too. Numerator and denominator have both changed sign. A positive polarisability is therefore no proof of stability.

**Damped dipoles.** At the old catastrophe, \(R_c^3/s^3=2\), so \(y=0.8\) and the enclosed charge is \(Q=1-e^{-0.8}=0.5507\). With \(R_c^3=2.828\) Å\(^3\) and \(s^3=1.414\) Å\(^3\),

\[
T_\parallel=\frac{2(0.55067)}{2.8284}-\frac{3(0.4)}{1.4142}(0.44933)=0.3894-0.3813=0.0081\ \text{Å}^{-3},
\]

compared with 0.7071 Å\(^{-3}\) for point dipoles. The two terms nearly cancel here, and

\[
\alpha_\parallel=\frac{3+4(0.0081)}{1-2(0.0081)^2}=3.03\ \text{Å}^3 .
\]

The pole has been replaced by a finite value. That it lies so close to \(\alpha_1+\alpha_2\) is an accident of \(a=0.4\): at \(R_c\) one has \(y=2a\), and \(h\) vanishes where \(e^y=1+3y/2\), near \(y=0.76\). For \(a=0.95\) the same formulas give \(t_\parallel=0.424\) and \(\alpha_\parallel\approx5.1\) Å\(^3\) at \(R_c\).

The largest damped \(\alpha_\parallel\) lies further out. Written with \(t\), equation (4) is \(\alpha=(\alpha_1+\alpha_2+2s^3t)/(1-t^2)\). The sign of its derivative is that of \(s^3(1+t^2)+(\alpha_1+\alpha_2)t\). For this pair the root nearest zero is \(t=-\sqrt{\alpha_1/\alpha_2}=-0.707\), so \(\alpha\) increases with \(t\) throughout the accessible range \(|t|<0.4\). The maximum of \(\alpha_\parallel\) thus coincides with that of \(h\), which is 0.489 at \(y=2.656\). This gives \(t=0.196\), \(R=s(2.656/0.4)^{1/3}=2.11\) Å and \(\alpha_\parallel=3.70\) Å\(^3\). At contact, (9) gives \((3-0.8\times1.414)/(1-0.16)=2.22\) Å\(^3\) in every direction.

Damping also acts outside \(R_c\). At 2 Å it lowers \(\alpha_\parallel\) from 4.57 to 3.68 Å\(^3\), a reduction of 20 % relative to the point value. At 3 Å the values are 3.333 and 3.331 Å\(^3\), and at 4 Å they agree to the four decimals shown in the numerical output.

The threshold was tested for the pairs \((1,2)\), \((1,1)\) and \((1,10)\) Å\(^3\), on a grid of distances from 0.05 to 6 Å. The lowest energy curvature stays positive for \(a=0.4\) and \(a=0.95\), and becomes negative for \(a=1.05\).

A finite answer is not yet an accurate one. Where real atoms overlap, exchange, charge transfer and the distortion of the electron clouds alter the response, and none of these is in the model. Damping with this density and \(a\le1\) ensures that the induced dipoles of a single pair have a stable solution; how well that solution describes a particular pair depends on \(a\) and must be judged against an electronic-structure calculation or a measurement.

## Computed values

```
alpha1 = 1.0, alpha2 = 2.0 angstrom^3
Thole parameter a = 0.4 (dimensionless)
length s = 1.1225 angstrom
polarisabilities in angstrom^3, R in angstrom:
   R   point par  point perp  damped par  damped perp
 4.00     3.1311     2.9389      3.1311      2.9389
 3.00     3.3329     2.8597      3.3306      2.8598
 2.00     4.5714     2.5806      3.6782      2.6177
 1.50    18.0415     2.2013      3.1603      2.4326
 1.42   239.4013     2.1202      3.0414      2.4054
 1.30   -10.1023     2.0137      2.8688      2.3675
 1.00    -1.5714     1.0000      2.5216      2.2929
parallel catastrophe: formula 1.41421, numerical root 1.41421 angstrom
parallel catastrophe in bohr = 2.6725
perpendicular instability: numerical root 1.12246 angstrom
parallel numerator at catastrophe = 5.8284 angstrom^3
R = 1.5 angstrom: lowest curvature 0.1068 angstrom^-3, round-trip factor 0.7023
R = 1.3 angstrom: lowest curvature -0.1940 angstrom^-3, round-trip factor 1.6574
equal atoms of 1.0 angstrom^3 at R = 1.001 angstrom:
  perpendicular alpha 1.0015 angstrom^3, soft-mode curvature 0.0030 angstrom^-3
lowest curvature over R = 0.05 to 6 angstrom, in angstrom^-3:
  alphas 1, 2: a=0.40 0.3725, a=0.95 0.0333, a=1.05 -0.0334
  alphas 1, 1: a=0.40 0.6000, a=0.95 0.0501, a=1.05 -0.0499
  alphas 1, 10: a=0.40 0.0826, a=0.95 0.0089, a=1.05 -0.0092
maximum of h = 0.4894 at y = 2.6557 (dimensionless)
at R_c: y = 0.8000, enclosed charge q = 0.5507
at R_c: point T_par = 0.7071, damped T_par = 0.0081 angstrom^-3
at R_c: damped alpha par 3.0329, perp 2.4034 angstrom^3
highest damped parallel alpha = 3.6954 angstrom^3 at R = 2.1096 angstrom
damped alpha at R = 0, every direction = 2.2246 angstrom^3
```
